# Re-entrant Growth of Germanium Platelets with One and Two Twin Planes

**Q.** I grow thin germanium platelets from an undercooled melt. Their broad faces are {111}, and there are twin planes parallel to those faces. Why should a twin plane affect growth at the rim at all?

**A.** It puts grooves there. Germanium has the diamond lattice, and I take all its surfaces to be {111} facets. Let $\mathbf t$ be the unit normal of the broad faces, pointing up. The other {111} facets have normals $\mathbf n$ with

$$\mathbf n\cdot\mathbf t=\pm\tfrac13 .$$

They are inclined to the broad faces by $\theta=\arccos(1/3)$, with $\sin\theta=2\sqrt2/3$ and $\cot\theta=1/(2\sqrt2)$. Seen from above, there are six side directions, 60° apart and of ⟨112⟩ type. Around one grain the facets alternately face up and down.

A coherent twin is a mirror image in the plane normal to $\mathbf t$, so $\mathbf n\cdot\mathbf t$ changes sign across it. On three sides the lower grain faces up and the upper grain faces down. The liquid between them forms a wedge of angle

$$\alpha_{\rm groove}=2\theta=141.06^\circ .$$

On the other three sides the lower grain faces down and the upper grain faces up. There the liquid angle is $360^\circ-2\theta=218.94^\circ$, which makes a ridge. "Re-entrant" means a liquid angle below 180°.

**Q.** Why does a groove start new layers more easily than a flat facet?

**A.** Because a layer started there removes some facet area. Look at the cross-section of a corner with liquid angle $\alpha$, and let both facets advance by one layer height $a$. The corner moves along the bisector of the liquid angle by $a/\sin(\alpha/2)$, since its distance from each old facet must be $a$. Projected on a facet, this displacement is $a\cot(\alpha/2)$, and each facet loses that length. The twin boundary grows by $a/\sin(\alpha/2)$, a cost shared by the two facets. With facet energy $\gamma$ and twin energy $\gamma_t$ per area, the energy saved per facet and per length of corner is

$$w=\gamma a\cot\frac{\alpha}{2}-\frac{\gamma_t a}{2\sin(\alpha/2)} .$$

For a groove the first term is positive. For a ridge $\alpha/2>90^\circ$, the cotangent is negative, and both terms are costs.

Now let the new layer on each facet be a circular segment of radius $r$ and half-angle $\psi$, with its chord on the corner. Its arc is $2\psi r$, its chord $2r\sin\psi$ and its area $r^2(\psi-\sin\psi\cos\psi)$. Let $\beta$ be the step energy per length, taken as isotropic, and $g$ the free energy gained per area of new layer. For one facet,

$$F=2\beta\psi r-2wr\sin\psi-gr^2(\psi-\sin\psi\cos\psi).$$

The critical nucleus is stationary in both variables. Since $d(\psi-\sin\psi\cos\psi)/d\psi=2\sin^2\psi$, the two conditions, each divided by 2, are

$$\beta r-wr\cos\psi-gr^2\sin^2\psi=0,$$

$$\beta\psi-w\sin\psi-gr(\psi-\sin\psi\cos\psi)=0 .$$

Try $gr=\beta$. The first condition, divided by $r$, becomes $\beta\cos^2\psi-w\cos\psi=0$, and the second becomes $(\beta\cos\psi-w)\sin\psi=0$. Both hold when $\cos\psi=w/\beta$. Inserting $w=\beta\cos\psi$ and $r=\beta/g$ into $F$ gives

$$F^*=\frac{2\beta^2}{g}(\psi-\sin\psi\cos\psi)-\frac{\beta^2}{g}(\psi-\sin\psi\cos\psi)=\frac{\beta^2}{g}(\psi-\sin\psi\cos\psi).$$

A full disc on a flat facet has $F=2\pi\beta r-\pi gr^2$, with maximum $\pi\beta^2/g$. The corner nucleus has two segments, so

$$\frac{F^*_{\rm corner}}{F^*_{\rm flat}}=\frac{2}{\pi}(\psi-\sin\psi\cos\psi),\qquad \cos\psi=\frac w\beta .$$

If $w=0$, then $\psi=90^\circ$ and the ratio is 1: two half discs cost as much as one whole disc. The groove helps if $w>0$, that is, if $\gamma_t<2\gamma\cos\theta=2\gamma/3$.

**Q.** Can you put numbers on that?

**A.** I need a step energy. If the riser of a step is itself a {111} facet inclined by $\theta$, it has length $a/\sin\theta$ and replaces a terrace length $a\cot\theta$. Thus

$$\beta=\gamma a\,\frac{1-\cos\theta}{\sin\theta}=\frac{\gamma a}{\sqrt2}=0.7071\,\gamma a .$$

A riser that leans the other way overhangs the terrace and costs $\gamma a(1+\cos\theta)/\sin\theta=\sqrt2\,\gamma a$, twice as much. I use the lower value for every step direction, so the barriers below are estimates: trust the order of the corners more than the exact ratios. I also choose $\gamma_t/\gamma=0.10$ as a round model value, not a measured one for germanium. At the groove,

$$\frac{w}{\gamma a}=\frac1{2\sqrt2}-\frac{0.10}{2}\,\frac{3}{2\sqrt2}=0.3005,\qquad \cos\psi=\frac{0.3005}{0.7071},\qquad \psi=64.85^\circ .$$

The barrier is then 0.48 of the flat one. At the ridge $w/(\gamma a)=-0.4066$ and the ratio is 1.69, so a nucleus does better on the open facet than astride the ridge. The step that moves away from a groove is in fact of the overhanging kind. If both step energies are kept, the nucleus on a flat facet is a triangle, and the ratios become about 0.55 for the groove and 1.55 for the ridge.

Take a flat barrier of $10\,kT$ as an illustration, not as a value for germanium: the real barrier depends on the step energy and the undercooling. With equal prefactors, the groove then nucleates faster by $\exp[10(1-0.4756)]\approx190$. With the ratio 0.55 the factor is about 90 instead. This is a ratio of nucleation rates, not of growth speeds. Since the flat barrier is proportional to $1/g$, the advantage shrinks as the driving force rises.

**Q.** Then one twin plane should be enough. Does growth fill the groove in?

**A.** No. When both facets advance, the same groove reappears farther out. It is lost in another way: the side of the platelet that carries it gets shorter.

Take the section of the platelet in the twin plane. It is a hexagon with 120° corners, and I assume threefold symmetry about a central axis. Let the grooved sides lie at distance $h_g$ from the axis and the ridged sides at $h_r$. A point on a grooved side is $h_g\mathbf e+s\,\mathbf e_\perp$, where $\mathbf e$ is the side's outward normal in the section and $\mathbf e_\perp$ runs along the side. The neighbouring side has its normal at 60° to $\mathbf e$, so the two meet where

$$\tfrac12h_g+\tfrac{\sqrt3}{2}s=h_r\quad\Rightarrow\quad s=\frac{2h_r-h_g}{\sqrt3}.$$

The other end lies at $-s$, so the groove has length

$$\ell_g=\frac{2}{\sqrt3}(2h_r-h_g).$$

It vanishes when $h_g=2h_r$. Start from equal distances $h_0$, and let the grooved sides advance at speed $V$ and the ridged sides at $v$:

$$\ell_g(t)=\frac{2}{\sqrt3}\left[h_0+(2v-V)t\right].$$

For $V>2v$ the groove disappears at

$$t^*=\frac{h_0}{V-2v}.$$

What remains is a triangle whose three sides are ridges. The fast sides have grown themselves out of existence.

**Q.** So the statement that growth with one twin "stops" is conditional?

**A.** Yes, in several ways. If $V\le2v$, the groove length never falls to zero and one twin keeps its grooves. This can become relevant at strong driving, where the preference for grooves weakens. And if $V>2v$, the closed triangle still creeps outward at $v$. It stops completely only in the limit $v\to0$. "Enclosed" means that the fast sources are gone. The closing time also assumes that $V$ stays constant while the groove shortens. If each layer comes from a single nucleus, $V$ falls in proportion to $\ell_g$. The groove then shrinks only until $V=2v$ and survives as a short blunt corner, 2.3 µm long for the values below. The fast growth is lost in this case too.

Take $h_0=10$ µm, $V=1$ µm/s and $v=0.1$ µm/s, again as model values. Then

$$t^*=\frac{10}{1-0.2}\ \text{s}=12.5\ \text{s}.$$

By then $h_g=10+12.5=22.5$ µm and $h_r=10+1.25=11.25$ µm, which is the required factor of two. The groove has shrunk from 11.5 µm to zero. Exchanging $h_g$ and $h_r$ in the length formula gives the ridged side, $(2/\sqrt3)(45-11.25)=39.0$ µm. With $V=0.15$ µm/s at the same $v$, the condition $V>2v$ fails and the groove survives.

**Q.** What does the second twin plane change?

**A.** It puts a groove on the sides that had none. Call the three grains lower, middle and upper. The facet tilt reverses at each twin plane, so along any one side the corners alternate:

- On sides of kind A, the lower plane has a groove and the upper plane a ridge.
- On sides of kind B, the lower plane has a ridge and the upper plane a groove.

Each of the six sides now has one groove. If all advance at the same $V$ and the lamella is thin, the section remains a regular hexagon. At 12.5 s, when the single-twin crystal has just closed, its sides are $(2/\sqrt3)\times22.5=26.0$ µm long and still growing.

For $N$ planes the same alternation gives the two kinds of side $\lceil N/2\rceil$ and $\lfloor N/2\rfloor$ grooves. Among twinned platelets, $N=1$ is thus the one case in which a kind of side has no groove.

**Q.** Equal speeds look like a convenient assumption. Could kind A outrun kind B and close the crystal after all?

**A.** It can remove one set of grooves, but not both. Let $h_A,h_B$ be the side distances in the lower twin plane, and let the upper plane lie a distance $d$ above it. In the middle grain the A facets face down and so lean outward with height, while the B facets lean inward. With $c=\cot\theta=1/(2\sqrt2)$, the distances in the upper plane are

$$h_A'=h_A+cd,\qquad h_B'=h_B-cd .$$

I assume $h_B'>0$, so that the lamella is not pinched off. The A grooves in the lower plane are extinct if $h_A\ge2h_B$. The B grooves in the upper plane are extinct if $h_B'\ge2h_A'$, or

$$h_B-cd\ge2h_A+2cd\quad\Rightarrow\quad h_B\ge2h_A+3cd .$$

If both were true, inserting the first into the second would give

$$h_B\ge4h_B+3cd,$$

which is impossible for positive $h_B$ and $d$. As a test, 4000 random shapes were examined: 1704 had lost one set of grooves, and none had lost both.

Suppose the A grooves have gone. The B sides still have theirs and advance at some speed $V_B$. The corners of a triangle lie twice as far from the axis as its sides, so they run out at $2V_B$. An A facet slower than that is left behind by the corner and reappears as a side. Losing one set therefore does not close off growth, as it does with a single twin.

**Q.** One thing still bothers me. On an A side the upper grain touches a ridge, not a groove. Why isn't it left behind?

**A.** The middle grain passes the growth on. A layer born in the lower groove spreads up the middle grain's facet until that grain ends at the upper twin plane. It leaves a narrow (111) ledge there, of width $a/\sin\theta$. The upper grain's facet rises from the back of this ledge, and the liquid angle between them is

$$\alpha_{\rm ledge}=180^\circ-\theta=109.47^\circ .$$

This is a second re-entrant corner, made by growth itself. A new layer on the upper grain's facet can rest on the ledge. It covers a ledge length $a/\sin\alpha$, which equals $a/\sin\theta$, so one middle-grain layer gives just enough room. The covered ledge saves $\gamma a/\sin\alpha$. The shifted facet is shorter by $a\cot\alpha$, which is negative here and so means longer. The covered ledge becomes twin boundary. Altogether,

$$w=\gamma a\left(\frac1{\sin\alpha}+\cot\alpha\right)-\frac{\gamma_ta}{\sin\alpha}=\gamma a\cot\frac\alpha2-\frac{\gamma_ta}{\sin\alpha},$$

because $(1+\cos\alpha)/\sin\alpha=\cot(\alpha/2)$. With the same parameters,

$$\frac{w}{\gamma a}=\frac1{\sqrt2}-0.10\,\frac{3}{2\sqrt2}=0.6010,\qquad\psi=31.79^\circ .$$

Here one facet takes part, so the barrier ratio is $(\psi-\sin\psi\cos\psi)/\pi=0.034$. With both step energies kept it is about 0.10, still far below the groove value. For $\gamma_t\to0$ one has $w=\beta$ and the barrier vanishes in this model: the ledge then acts as the riser of an ordinary step. The groove is thus the harder event, and the relay adds little delay from nucleation. On B sides the same happens upside down.

A ridge on a single-twin crystal could relay a layer too, but that layer would first have to nucleate on a flat facet.

**Q.** Your speeds and nuclei are continuum ideas. Do the atoms behave this way?

**A.** They do under a simple threshold rule, which prescribes no facet speeds. Place sites on the twinned diamond lattice, where each site has four neighbours, also across a coherent twin plane. A liquid site freezes if at least two of its neighbours are solid. Two bonded liquid sites freeze together if each has at least one solid neighbour. Nothing melts.

On a flat {111} facet, a liquid site next to the crystal has one solid neighbour, and its liquid neighbours have none. Neither event can occur. In a groove, two liquid sites facing each other across the twin plane are bonded, and each is also bonded to the facet of its own grain. That pair freezes and starts a layer.

I started from round discs of radius 12 bond lengths and 12 bilayers thick:

- With no twin, growth stopped at 7652 atoms.
- With one twin, it stopped at 9782 atoms. The middle layer reached 14.14 bond lengths towards a ridged side and 28.28 towards the opposite corner. The ratio of 2.000 is that of a triangle.
- With two twins, growth ran to the edge of the simulation box, from 4650 to 92,952 atoms. The middle layer reached 52.33 bond lengths in both directions compared, so both kinds of side advanced equally. The outline under this rule has blunt corners and is not a sharp hexagon. The outermost layers of the outer grains reached at least 47.14, so these grains were indeed carried along.
- With three twins, growth also reached the edge of the box.

With two twins but no pair event, growth stopped at 4812 atoms. This does not single out the grooves, however. The rule needs pair events both to start a layer in a groove and to carry a layer past one kind of straight step edge on a flat facet, where the next sites have too few solid neighbours to freeze singly. Step edges facing the opposite way advance without pair events.

A finite box cannot show endless growth; that part rests on the geometric argument. The rule also turns a difference in barriers into a yes or no, so it says nothing about real speeds or temperatures.

**Q.** When should I distrust this explanation for my own platelets?

**A.** When something other than these corners supplies the layers or limits the speed. A screw dislocation can feed a ridged side. New twins formed during growth change the count of grooves. If heat removal controls the rim, $V$ and $v$ are no longer set by nucleation alone. And if the driving force is strong enough for flat facets to nucleate freely, $V/v$ may fall below 2, and a single twin then keeps its grooves as well.

A useful observation is the outline over time. Under the assumptions used here, a single-twin platelet with constant speeds and $V>2v$ turns from a hexagon into a triangle whose sides then advance only at the slow speed $v$, while a two-twin platelet with similar speeds on all sides stays six-sided. The numerical output below lists the values used in these answers.

## Table of computed values

```
groove liquid angle = 141.06 deg
ridge liquid angle = 218.94 deg
ledge liquid angle = 109.47 deg
1 twin(s): grooves per side, two kinds = 1, 0
2 twin(s): grooves per side, two kinds = 1, 1
3 twin(s): grooves per side, two kinds = 2, 1
gamma_t/gamma = 0.10; beta/(gamma a) = 0.7071
groove: w/(gamma a) = 0.3005, psi = 64.85 deg, barrier/flat = 0.4756
ridge: w/(gamma a) = -0.4066, psi = 125.10 deg, barrier/flat = 1.6895
ledge: w/(gamma a) = 0.6010, psi = 31.79 deg, barrier/flat = 0.0341
flat barrier = 10.0 kT
groove/flat nucleation factor, equal prefactors = 189.4
h0 = 10.0 um; V = 1.00 um/s; v = 0.10 um/s
one twin: initial groove length = 11.547 um
one twin: closing time = 12.50 s
one twin: h_groove, h_ridge at closing = 22.50, 11.25 um
one twin: triangle side at closing = 38.97 um
two twins: side at that time = 25.98 um
one twin survives for V = 0.15 um/s at the same v
two-plane shapes tried = 4000; one groove set lost = 1704; both = 0
atomic disc: radius = 12.0 bonds, bilayers = 12
0 twin(s): stopped; atoms 4664 -> 7652
  mid-layer reach along +u, -u = 14.14, 14.14 bonds
1 twin(s): stopped; atoms 4664 -> 9782
  mid-layer reach along +u, -u = 14.14, 28.28 bonds
  vertex/side distance = 2.000
2 twin(s): reached box edge; atoms 4650 -> 92952
  mid-layer reach along +u, -u = 52.33, 52.33 bonds
  smallest reach in the outer grains = 47.14 bonds
3 twin(s): reached box edge; atoms 4664 -> 93842
  mid-layer reach along +u, -u = 52.33, 50.91 bonds
2 twins without pair event: stopped; atoms = 4812
```
